# Self-consistent LDA silicon atom: valence eigenvalues and outermost nodes: a numerical check

```python
# Result under test: the spherical, spin-unpolarized, nonrelativistic LDA (Slater
# exchange + VWN5 correlation) silicon atom has eigenvalues -0.3981 hartree (3s)
# and -0.1533 hartree (3p); outermost nodes of both radial functions are located.
# Symbols: r radius, u = r*R radial function, rho = sum f*u^2 = 4 pi r^2 n,
# n electron density, f occupation, l angular momentum, Z nuclear charge.
# Hartree atomic units throughout.
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import roots_jacobi, eval_legendre
from pyscf.dft import libxc

Z = 14
OCC = {"1s": 2.0, "2s": 2.0, "2p": 6.0, "3s": 2.0, "3p": 2.0}


def quantum_numbers(label):
    return int(label[0]), "sp".index(label[1])


def make_grid(order, box, scale):
    """Gauss-Lobatto points t in [-1,1], mapped to r = scale*(exp(b(1+t)/2)-1)."""
    t = np.concatenate(([-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]))
    p = eval_legendre(order, t)
    w = 2 / (order * (order + 1) * p**2)
    gap = t[:, None] - t[None, :] + np.eye(order + 1)
    deriv = p[:, None] / p[None, :] / gap
    np.fill_diagonal(deriv, 0.0)
    deriv[0, 0] = -order * (order + 1) / 4
    deriv[-1, -1] = order * (order + 1) / 4
    b = np.log1p(box / scale)
    r = scale * np.expm1(b * (1 + t) / 2)
    jac = scale * b / 2 * np.exp(b * (1 + t) / 2)
    stiff = deriv.T @ ((w / jac)[:, None] * deriv)
    return SimpleNamespace(order=order, box=box, scale=scale, b=b, t=t,
                           r=r[1:-1], weight=(w * jac)[1:-1],
                           stiff=stiff[1:-1, 1:-1])


def radial_states(g, potential, l, count):
    s = np.sqrt(g.weight)
    h = 0.5 * g.stiff / np.outer(s, s)
    h = h + np.diag(potential + l * (l + 1) / (2 * g.r**2))
    e, c = eigh(h, subset_by_index=[0, count - 1])
    return e, c / s[:, None]


def hartree_potential(g, rho):
    charge = np.sum(g.weight * rho)
    return np.linalg.solve(g.stiff, g.weight * rho / g.r) / g.r + charge / g.box


def xc_vwn(n):
    """Energy per electron and potential, from the explicit derivative."""
    n = np.maximum(n, 1e-40)
    vx = -(3 * n / np.pi) ** (1 / 3)
    A, x0, b, c = 0.0310907, -0.10498, 3.72744, 12.9352
    x = (3 / (4 * np.pi * n)) ** (1 / 6)
    q = np.sqrt(4 * c - b * b)
    X = x * x + b * x + c
    k = b * x0 / (x0 * x0 + b * x0 + c)
    at = np.arctan(q / (2 * x + b))
    ec = A * (np.log(x * x / X) + 2 * b / q * at
              - k * (np.log((x - x0)**2 / X) + 2 * (b + 2 * x0) / q * at))
    den = q * q + (2 * x + b)**2
    dec = A * (2 / x - (2 * x + b) / X - 4 * b / den
               - k * (2 / (x - x0) - (2 * x + b) / X - 4 * (b + 2 * x0) / den))
    return 0.75 * vx + ec, vx + ec - x / 6 * dec


def xc_library(code):
    def evaluate(n):
        out = libxc.eval_xc(code, np.ascontiguousarray(n), spin=0, deriv=1)
        return np.ravel(out[0]), np.ravel(out[1][0])
    return evaluate


def solve_atom(g, occ, xc=xc_vwn, mixing=0.35):
    screen = (Z - 1) * (-np.expm1(-2 * g.r)) / g.r
    for iteration in range(1, 401):
        energy, orbital = {}, {}
        for l, count in ((0, 3), (1, 2)):
            e, u = radial_states(g, -Z / g.r + screen, l, count)
            for k in range(count):
                label = str(k + l + 1) + "sp"[l]
                energy[label], orbital[label] = e[k], u[:, k]
        rho = sum(f * orbital[s]**2 for s, f in occ.items())
        vh = hartree_potential(g, rho)
        exc, vxc = xc(rho / (4 * np.pi * g.r**2))
        change = vh + vxc - screen
        residual = np.sqrt(np.sum(g.weight * rho * change**2))
        if residual < 1e-7:
            break
        screen = screen + mixing * change
    assert residual < 1e-7, "self-consistency not reached"
    kinetic = 0.0
    for s, f in occ.items():
        l = quantum_numbers(s)[1]
        u = orbital[s]
        kinetic += f * (0.5 * u @ g.stiff @ u
                        + np.sum(g.weight * u**2 * l * (l + 1) / (2 * g.r**2)))
    wr = g.weight * rho
    parts = dict(kinetic=kinetic, nuclear=-Z * np.sum(wr / g.r),
                 hartree=0.5 * np.sum(wr * vh), xc=np.sum(wr * exc))
    return SimpleNamespace(energy=energy, orbital=orbital, rho=rho, vh=vh,
                           parts=parts, total=sum(parts.values()),
                           xc_virial=3 * np.sum(wr * (vxc - exc)),
                           iterations=iteration, residual=residual)


def coefficients(g, u):
    return np.linalg.solve(leg.legvander(g.t, g.order),
                           np.concatenate(([0.0], u, [0.0])))


def evaluate(g, coef, r):
    return leg.legval(2 / g.b * np.log1p(r / g.scale) - 1, coef)


def node_and_maximum(g, u):
    """Outermost node and outermost maximum of |u|."""
    coef = coefficients(g, u)
    slope = leg.legder(coef)
    r = np.geomspace(0.01, 20, 2000)
    v = evaluate(g, coef, r)
    keep = np.abs(v) > 1e-4 * np.max(np.abs(v))
    r, v = r[keep], v[keep]
    k = np.flatnonzero(v[1:] * v[:-1] < 0)[-1]
    node = brentq(lambda s: evaluate(g, coef, s), r[k], r[k + 1], xtol=1e-12)
    top = k + 1 + np.argmax(np.abs(v[k + 1:]))
    peak = brentq(lambda s: evaluate(g, slope, s), r[top - 1], r[top + 1])
    return node, peak


def numerov_state(x, potential, l, guess):
    """Shooting on r = exp(x), u = sqrt(r)*y; returns energy, node count, node."""
    r, h = np.exp(x), x[1] - x[0]

    def curvature(e):
        return (l + 0.5)**2 + 2 * r**2 * (potential - e)

    match = np.flatnonzero(curvature(guess) < 0)[-1]

    def integrate(e):
        F = 1 - h * h * curvature(e) / 12
        step = (12 / F - 10).tolist()
        start = r[:2]**(l + 0.5) * (1 - Z * r[:2] / (l + 1)) * F[:2]
        out = start.tolist()
        for k in range(1, match):
            out.append(step[k] * out[k] - out[k - 1])
        outer, inner = 0.0, 1e-100
        for k in range(len(r) - 2, match, -1):
            outer, inner = inner, step[k] * inner - outer
        mismatch = outer / inner + out[match - 1] / out[match] - step[match]
        return mismatch, np.array(out) / F[:match + 1]

    e = brentq(lambda s: integrate(s)[0], 1.02 * guess, 0.98 * guess, xtol=1e-11)
    y = integrate(e)[1]
    cross = np.flatnonzero(y[1:] * y[:-1] < 0)
    node = None
    if len(cross):
        k = cross[-1]
        node = np.exp(x[k] + h * y[k] / (y[k] - y[k + 1]))
    return e, len(cross), node


grid = make_grid(80, 40.0, 0.05)

# Radial solver and node finder against the exact bare-Coulomb solution
coulomb_error = 0.0
for l, count in ((0, 3), (1, 2)):
    e, u = radial_states(grid, -Z / grid.r, l, count)
    exact = -Z**2 / (2 * (np.arange(count) + l + 1.0)**2)
    coulomb_error = max(coulomb_error, np.max(np.abs(e - exact)))
    exact_node = ((9 + 3 * np.sqrt(3)) / 2 if l == 0 else 6.0) / Z
    assert abs(node_and_maximum(grid, u[:, -1])[0] - exact_node) < 1e-6
assert coulomb_error < 1e-6

# Derived exchange-correlation potential against libxc
density = np.geomspace(1e-4, 1e3, 40)
own, library = xc_vwn(density), xc_library("LDA_X,LDA_C_VWN")(density)
xc_error = max(np.max(np.abs(own[i] - library[i])) for i in (0, 1))
assert xc_error < 2e-6

atom = solve_atom(grid, OCC)
assert abs(atom.energy["3s"] + 0.3981) < 5e-5
assert abs(atom.energy["3p"] + 0.1533) < 5e-5

# Change of basis size, mapping and box
other = solve_atom(make_grid(95, 32.0, 0.08), OCC)
basis_error = max(abs(atom.energy[s] - other.energy[s]) for s in OCC)
assert basis_error < 2e-6 and abs(atom.total - other.total) < 2e-6

# Potential rebuilt by direct integration, states found again by shooting
x = np.linspace(np.log(1e-5), np.log(30.0), 3001)
r = np.exp(x)
u_log = {s: evaluate(grid, coefficients(grid, atom.orbital[s]), r) for s in OCC}
rho_log = sum(f * u_log[s]**2 for s, f in OCC.items())
inside = CubicSpline(x, rho_log * r).antiderivative()(x)
shell = CubicSpline(x, rho_log).antiderivative()(x)
vh_log = inside / r + shell[-1] - shell
common = (grid.r > r[0]) & (grid.r < r[-1])
hartree_error = np.max(np.abs(CubicSpline(x, vh_log)(np.log(grid.r[common]))
                              - atom.vh[common]))
assert hartree_error < 1e-5
vxc_log = xc_library("LDA_X,LDA_C_VWN")(rho_log / (4 * np.pi * r**2))[1]
v_log = -Z / r + vh_log + vxc_log
shooting, valence = {}, {}
for s in OCC:
    n_main, l = quantum_numbers(s)
    shooting[s] = numerov_state(x, v_log, l, atom.energy[s])
    assert abs(shooting[s][0] - atom.energy[s]) < 1e-5
    assert shooting[s][1] == n_main - l - 1
for s in ("3s", "3p"):
    node, peak = node_and_maximum(grid, atom.orbital[s])
    assert abs(node - shooting[s][2]) < 1e-5
    norm = CubicSpline(x, u_log[s]**2 * r).antiderivative()
    assert abs(norm(x[-1]) - 1) < 1e-6
    valence[s] = (node, peak, float(norm(np.log(node))))

# Virial condition and Janak's theorem
p = atom.parts
virial = 2 * p["kinetic"] + p["nuclear"] + p["hartree"] + atom.xc_virial
assert abs(virial) < 1e-4
delta, janak = 0.02, {}
for s in ("3s", "3p"):
    plus = solve_atom(grid, {**OCC, s: OCC[s] + delta}).total
    minus = solve_atom(grid, {**OCC, s: OCC[s] - delta}).total
    janak[s] = (plus - minus) / (2 * delta)
    assert abs(janak[s] - atom.energy[s]) < 5e-5

variants = {name: solve_atom(grid, OCC, xc_library(code)).energy
            for name, code in (("Perdew-Zunger", "LDA_X,LDA_C_PZ"),
                               ("Perdew-Wang", "LDA_X,LDA_C_PW"),
                               ("exchange only", "LDA_X,"))}
assert abs(variants["exchange only"]["3s"] - atom.energy["3s"]) > 1e-3

ev = physical_constants["Hartree energy in eV"][0]
print(f"nuclear charge Z = {Z}, electrons = {sum(OCC.values()):.0f}")
print(f"polynomial order {grid.order}, box {grid.box:.0f} bohr, "
      f"map scale a {grid.scale} bohr, b {grid.b:.4f}")
print(f"iterations {atom.iterations} with mixing 0.35, "
      f"final weighted residual {atom.residual:.1e} hartree")
for s in OCC:
    print(f"{s}: occupation {OCC[s]:.0f}, eigenvalue {atom.energy[s]:.5f} hartree, "
          f"shooting {shooting[s][0]:.5f} hartree, nodes {shooting[s][1]}")
for s in ("3s", "3p"):
    node, peak, fraction = valence[s]
    print(f"{s}: eigenvalue {atom.energy[s] * ev:.3f} eV")
    print(f"{s}: outermost node {node:.4f} bohr (shooting {shooting[s][2]:.4f}), "
          f"outermost maximum {peak:.4f} bohr")
    print(f"{s}: fraction of norm inside outermost node {fraction:.4f}")
    print(f"{s}: dE/df by finite difference {janak[s]:.5f} hartree, "
          f"step in f {delta}")
for name, value in p.items():
    print(f"energy part {name}: {value:.4f} hartree")
print(f"total energy {atom.total:.4f} hartree")
print(f"xc virial term 3*int n(vxc-exc) {atom.xc_virial:.4f} hartree")
print(f"virial sum {virial:.1e} hartree")
for name, e in variants.items():
    print(f"{name}: 3s {e['3s']:.5f} hartree, 3p {e['3p']:.5f} hartree")
print(f"largest bare-Coulomb eigenvalue error {coulomb_error:.1e} hartree")
print(f"largest xc difference from libxc {xc_error:.1e} hartree")
print(f"largest Hartree-potential difference {hartree_error:.1e} hartree")
print(f"largest eigenvalue change with basis and box {basis_error:.1e} hartree")
print("success")
```

Output:

```
nuclear charge Z = 14, electrons = 14
polynomial order 80, box 40 bohr, map scale a 0.05 bohr, b 6.6859
iterations 40 with mixing 0.35, final weighted residual 9.6e-08 hartree
1s: occupation 2, eigenvalue -65.18443 hartree, shooting -65.18443 hartree, nodes 0
2s: occupation 2, eigenvalue -5.07506 hartree, shooting -5.07506 hartree, nodes 1
2p: occupation 6, eigenvalue -3.51494 hartree, shooting -3.51494 hartree, nodes 0
3s: occupation 2, eigenvalue -0.39814 hartree, shooting -0.39814 hartree, nodes 2
3p: occupation 2, eigenvalue -0.15329 hartree, shooting -0.15329 hartree, nodes 1
3s: eigenvalue -10.834 eV
3s: outermost node 0.7241 bohr (shooting 0.7241), outermost maximum 1.7775 bohr
3s: fraction of norm inside outermost node 0.0365
3s: dE/df by finite difference -0.39814 hartree, step in f 0.02
3p: eigenvalue -4.171 eV
3p: outermost node 0.7177 bohr (shooting 0.7177), outermost maximum 2.1454 bohr
3p: fraction of norm inside outermost node 0.0234
3p: dE/df by finite difference -0.15330 hartree, step in f 0.02
energy part kinetic: 287.4877 hartree
energy part nuclear: -687.9007 hartree
energy part hartree: 131.7678 hartree
energy part xc: -19.5533 hartree
total energy -288.1984 hartree
xc virial term 3*int n(vxc-exc) -18.8426 hartree
virial sum 7.7e-08 hartree
Perdew-Zunger: 3s -0.39831 hartree, 3p -0.15353 hartree
Perdew-Wang: 3s -0.39812 hartree, 3p -0.15331 hartree
exchange only: 3s -0.35912 hartree, 3p -0.11781 hartree
largest bare-Coulomb eigenvalue error 1.5e-09 hartree
largest xc difference from libxc 1.8e-15 hartree
largest Hartree-potential difference 3.9e-08 hartree
largest eigenvalue change with basis and box 3.1e-09 hartree
success
```
